# Angular diffusion on a Fermi circle with Ioffe-Millis cold spots

**Question**

I am trying to understand conductivity when electrons on a two-dimensional Fermi circle scatter only through small angles. The collision term then becomes a diffusion operator in the angle \(\theta\), and for a field along \(x\) I arrive at

\[
-\frac{d}{d\theta}\left[D(\theta)\frac{d\varphi}{d\theta}\right]=\cos\theta .
\]

For constant \(D\) the solution is \(\varphi=\cos\theta/D\). My diffusivity, however, has the Ioffe-Millis cold-spot form: a large part that vanishes on the zone diagonals, plus a small uniform part growing as \(T^2\),

\[
D(\theta)=\Gamma_c+\Gamma_0\cos^2 2\theta ,\qquad \Gamma_c\propto T^2 .
\]

I tried expanding in harmonics, but all the odd ones couple to each other. I also tried \(\varphi=\cos\theta/D(\theta)\), which does not satisfy the equation. Integrating directly leaves a constant that I do not know how to fix. Is there a closed solution? And does the resistivity come out linear in \(T\), as it does when the same function is used as a relaxation rate?

**Answer**

There is a closed solution, because the equation can be integrated once for any \(D\). I first fix the conventions, so that the prefactor of the conductivity is not in doubt.

**From the Boltzmann equation to your equation**

Let the carriers have charge \(-e\), velocity \(v_F(\cos\theta,\sin\theta)\) and effective mass \(m=\hbar k_F/v_F\). The field \(E\) points along \(x\), and \(k_BT\) is much smaller than the Fermi energy. Write

\[
f=f_0+\left(-\frac{\partial f_0}{\partial\epsilon_k}\right)\chi(\theta),
\]

where \(\epsilon_k\) is the band energy. For elastic scattering with a symmetric kernel \(W(\theta,\theta')=W(\theta',\theta)\), the collision term is \(-(-\partial f_0/\partial\epsilon_k)L\chi\), with

\[
L\chi(\theta)=\int W(\theta,\theta')[\chi(\theta)-\chi(\theta')]\,d\theta' .
\]

The steady field term is \((-eE/\hbar)\,\partial f_0/\partial k_x=eEv_F\cos\theta\,(-\partial f_0/\partial\epsilon_k)\). Equating it to the collision term gives \(L\chi=-eEv_F\cos\theta\). Hence \(\chi=-eEv_F\varphi\), with \(L\varphi=\cos\theta\).

To see why \(D\) stands between the two derivatives, multiply \(L\varphi\) by an arbitrary smooth periodic function \(\psi\) and integrate. Exchanging \(\theta\) and \(\theta'\) and averaging the two expressions gives

\[
\int\psi L\varphi\,d\theta=\frac12\iint W(\theta,\theta')[\psi(\theta)-\psi(\theta')][\varphi(\theta)-\varphi(\theta')]\,d\theta\,d\theta' .
\]

Let \(\vartheta\) be the midpoint of the two angles and \(x=\theta-\theta'\). If the steps are short compared with the scale on which \(\varphi\) varies, each difference is \(x\) times a derivative at \(\vartheta\). Then

\[
\int\psi L\varphi\,d\theta\simeq\int D\,\psi'\varphi'\,d\vartheta=-\int\psi\,(D\varphi')'\,d\vartheta,
\]
\[
D(\vartheta)=\frac12\int W\!\left(\vartheta+\tfrac x2,\vartheta-\tfrac x2\right)x^2\,dx .
\]

Since \(\psi\) is arbitrary, \(L\varphi=-(D\varphi')'\), which is your equation. I take \(D\) to be independent of energy within the thermal window.

For the current, let \(N=m/(\pi\hbar^2)\) be the density of states with both spins. The energy integral of \(-\partial f_0/\partial\epsilon_k\) is one, so

\[
j_x=-eN\int\frac{d\theta}{2\pi}\,v_F\cos\theta\,\chi
=e^2E\,\frac{Nv_F^2}{2}\,\frac1\pi\int\cos\theta\,\varphi\,d\theta .
\]

With \(n=k_F^2/(2\pi)\), one finds \(Nv_F^2/2=k_F^2/(2\pi m)=n/m\). Therefore

\[
\sigma=\frac{ne^2}{m}\tau,\qquad \tau=\frac1\pi\int_0^{2\pi}\cos\theta\,\varphi\,d\theta .
\]

For constant \(D\) this gives \(\tau=1/D\), so \(D\) is measured on the same scale as a relaxation rate.

**The constant is fixed by periodicity**

Integrate the equation once:

\[
D\varphi'=c-\sin\theta,\qquad \varphi'=\frac{c-\sin\theta}{D}.
\]

The response must return to its starting value after a full turn, so \(\int_0^{2\pi}\varphi'\,d\theta=0\). Define

\[
I_0=\int\frac{d\theta}{D},\qquad I_1=\int\frac{\sin\theta}{D}\,d\theta,\qquad I_2=\int\frac{\sin^2\theta}{D}\,d\theta .
\]

The condition reads \(cI_0-I_1=0\), so \(c=I_1/I_0\). A second constant, added to \(\varphi\), would change the particle number; requiring zero mean removes it.

The conductivity does not need \(\varphi\) itself. Integrate by parts; the boundary term vanishes by periodicity:

\[
\int\cos\theta\,\varphi\,d\theta=-\int\sin\theta\,\varphi'\,d\theta
=\int\frac{\sin^2\theta-c\sin\theta}{D}\,d\theta=I_2-cI_1 .
\]

For any positive periodic \(D\), then,

\[
\tau=\frac1\pi\left(I_2-\frac{I_1^2}{I_0}\right).
\]

The Cauchy-Schwarz inequality gives \(I_1^2\le I_0I_2\), so \(\tau\) cannot be negative.

A check in which the constant matters is \(D=1+0.6\sin\theta+0.2\cos2\theta\), in dimensionless units. This profile breaks inversion symmetry and serves as a mathematical test only. It has \(c=-0.4514\). The formula and a direct Fourier solution of the differential equation both give \(\tau=1.3283\), whereas a relaxation-time model with rate \(D\) gives \(1.0495\). The two models are therefore different in general.

**What fourfold symmetry does**

Your diffusivity satisfies \(D(\theta+\pi/2)=D(\theta)\). Shifting \(\theta\) by \(\pi\) changes the sign of \(\sin\theta\) but not of \(D\), so \(I_1=0\) and \(c=0\). Shifting by \(\pi/2\) turns \(\sin^2\theta\) into \(\cos^2\theta\), so

\[
I_2=\int\frac{\cos^2\theta}{D}\,d\theta=\frac12\int\frac{\sin^2\theta+\cos^2\theta}{D}\,d\theta=\frac{I_0}{2},
\qquad \tau=\frac{I_0}{2\pi}.
\]

In the relaxation-time model \(\varphi=\cos\theta/D\), and \(\tau=\pi^{-1}\int\cos^2\theta/D\,d\theta\) is also \(I_0/(2\pi)\). The agreement is a result of symmetry, although the two functions \(\varphi\) differ.

There is no transverse current either. Integration by parts gives

\[
\int\sin\theta\,\varphi\,d\theta=\int\cos\theta\,\varphi'\,d\theta=-\frac12\int\frac{\sin2\theta}{D}\,d\theta=0,
\]

because \(\sin2\theta\) changes sign under a shift by \(\pi/2\).

**The cold-spot integral**

Put \(\alpha=2\theta\). The variable \(\alpha\) covers two periods of length \(2\pi\), which cancels the factor \(1/2\) in \(d\theta=d\alpha/2\). The integrand repeats in each quarter turn up to reflection, so

\[
I_0=4\int_0^{\pi/2}\frac{d\alpha}{\Gamma_c+\Gamma_0\cos^2\alpha}.
\]

With \(t=\tan\alpha\), we have \(\cos^2\alpha=1/(1+t^2)\) and \(d\alpha=dt/(1+t^2)\):

\[
I_0=4\int_0^\infty\frac{dt}{\Gamma_c+\Gamma_0+\Gamma_ct^2}
=\frac{2\pi}{\sqrt{\Gamma_c(\Gamma_c+\Gamma_0)}} .
\]

Hence

\[
\boxed{\frac1\tau=\sqrt{\Gamma_c(\Gamma_c+\Gamma_0)}},\qquad
\rho=\frac{m}{ne^2}\sqrt{\Gamma_c(\Gamma_c+\Gamma_0)} .
\]

**The response in closed form**

With \(c=0\), \(d\varphi=-\sin\theta\,d\theta/D\). Let \(u=\cos\theta\), so that \(du=-\sin\theta\,d\theta\) and \(\cos2\theta=2u^2-1\). Then

\[
\frac{d\varphi}{du}=\frac{1}{\Gamma_c+\Gamma_0(2u^2-1)^2}
=\frac1{\Gamma_0}\,\frac1{(2u^2-1)^2+\varepsilon^2},\qquad \varepsilon=\sqrt{\Gamma_c/\Gamma_0}.
\]

The right side is even in \(u\). The integral from \(0\) to \(u\) is therefore odd in \(u\), and has zero mean over the circle, as required. For real \(w\), \(1/(w^2+\varepsilon^2)=\varepsilon^{-1}\,\mathrm{Im}\,[1/(w-i\varepsilon)]\). With \(w=2u^2-1\) and \(s=\sqrt{1+i\varepsilon}\), the denominator is \(w-i\varepsilon=2u^2-s^2\). Substituting \(z=\sqrt2\,u/s\) gives

\[
\int_0^u\frac{du'}{2u'^2-s^2}=-\frac1{\sqrt2\,s}\int_0^z\frac{dz'}{1-z'^2}=-\frac{\operatorname{artanh}z}{\sqrt2\,s},
\]

and so

\[
\varphi(\theta)=-\frac1{\Gamma_0\varepsilon}\,\mathrm{Im}\left[\frac{1}{\sqrt2\,s}\operatorname{artanh}\frac{\sqrt2\cos\theta}{s}\right].
\]

Principal branches apply. The argument \(z\) moves along a straight line through the origin that is tilted off the real axis, so it never meets the cuts at real \(|z|>1\).

**What the solution looks like**

Take \(\Gamma_c\ll\Gamma_0\). Near the cold spot at \(\pi/4\), put \(\theta=\pi/4+x\). Then \(\cos2\theta=-\sin2x\simeq-2x\) and \(D\simeq\Gamma_c+4\Gamma_0x^2\). The diffusivity doubles at \(|x|=\varepsilon/2\), which I call the half width. Across the spot \(\sin\theta\simeq1/\sqrt2\), so \(\varphi\) falls by

\[
A=\frac1{\sqrt2}\int_{-\infty}^{\infty}\frac{dx}{\Gamma_c+4\Gamma_0x^2}
=\frac{\pi}{2\sqrt2\,\sqrt{\Gamma_c\Gamma_0}} .
\]

On the hot arcs \(\varphi\) changes by amounts of order \(1/\Gamma_0\), smaller than \(A\) by a factor of order \(\varepsilon\). The response is a staircase: about \(A\) on the arc around \(\theta=0\), zero around \(\pm\pi/2\), and \(-A\) around \(\pi\). Each of the two charged arcs contributes \(A\int_{-\pi/4}^{\pi/4}\cos\theta\,d\theta=\sqrt2A\) to the current integral. Therefore \(\tau\simeq2\sqrt2A/\pi=1/\sqrt{\Gamma_c\Gamma_0}\), in agreement with the boxed result in this limit.

The physical picture differs from that of the relaxation-time model. There, electrons at cold spots live long and carry most of the current. Here, electrons spread quickly within a hot arc but must diffuse through a cold spot to reach the next one. The cold spots are bottlenecks for relaxation, and the hot arcs carry most of the current. The integral of \(1/D\) acts like resistances in series along the circle, while in the relaxation-time model it adds contributions in parallel.

**Temperature dependence**

Let \(\Gamma_0\) be independent of temperature, and write \(\hbar\Gamma_c=(k_BT)^2/(k_BT_0)\). Then

\[
\frac{\hbar}{\tau}=k_BT\sqrt{\frac{\hbar\Gamma_0}{k_BT_0}}\,
\sqrt{1+\left(\frac{T}{T^*}\right)^2},\qquad
k_BT^*=\sqrt{\hbar\Gamma_0\,k_BT_0},
\]

since \(\Gamma_c/\Gamma_0=(T/T^*)^2\). For \(T\ll T^*\) the resistivity is linear in \(T\), with leading relative correction \(\tfrac12(T/T^*)^2\). The linear power arises because a \(T^2\) rate enters under a square root. For \(T\gg T^*\) the formula gives \(\hbar/\tau\simeq\hbar\Gamma_c\propto T^2\): the uniform part dominates and the cold spots no longer matter. This regime exists only if \(k_BT\) and \(\hbar\Gamma_c\) are still well below the Fermi energy.

**Numbers**

Take round model parameters, chosen to illustrate the formulas and not to describe a real metal: \(\hbar\Gamma_0=100\) meV, \(k_BT_0=50\) meV, \(k_F=7\) nm\(^{-1}\) and \(m\) equal to two electron masses. Then \(n=49/(2\pi)=7.80\) nm\(^{-2}\) and \(m/(ne^2)=9.10\times10^{-12}\) Ω s. The crossover energy is \(\sqrt{100\times50}=70.7\) meV, or \(T^*=821\) K. The Fermi energy is \(E_F=\hbar^2k_F^2/(2m)=933\) meV. At \(3T^*\) the rate \(\hbar\Gamma_c\) would already be 900 meV, so the quadratic regime is out of reach with these numbers.

At 100 K, \(\hbar\Gamma_c=1.485\) meV, so

\[
\frac{\hbar}{\tau}=\sqrt{1.485\times101.485}\ \text{meV}=12.28\ \text{meV}.
\]

The low-temperature slope of the sheet resistivity is 1.685 Ω/K. Including the correction factor,

\[
\rho=1.685\times100\times\sqrt{1+(100/820.6)^2}\ \Omega=169.7\ \Omega .
\]

| \(T\) (K) | \(\hbar/\tau\) (meV) | \(\rho\) (Ω) | \(\rho/T\) (Ω/K) |
|---|---|---|---|
| 50 | 6.105 | 84.4 | 1.688 |
| 100 | 12.277 | 169.7 | 1.697 |
| 200 | 25.087 | 346.9 | 1.734 |
| 300 | 38.927 | 538.2 | 1.794 |

A Fourier solution of the differential equation reproduces these rates to all digits shown. Between 50 and 100 K the effective power of \(T\) is 1.008. At 300 K, \(\rho/T\) lies 6.5% above its low-temperature limit.

The staircase is visible at 100 K, where \(\varepsilon=0.122\) and the half width is 0.061 rad. In units of meV\(^{-1}\) (that is, \(\varphi/\hbar\)), the response is 0.0888 at \(0^\circ\), 0.0861 at \(30^\circ\), 0.0079 at \(60^\circ\) and zero at \(90^\circ\). The estimate \(A\) gives 0.0911, which is 2.7% above the value at \(0^\circ\).

Now count the current from electrons within two half widths of a cold spot. These regions cover 15.5% of the circle. They carry 13.6% of the current in the diffusion model and 71% in the relaxation-time model, although the total conductivity is the same.

**When the linear law fails**

*A residual cold-spot rate.* Suppose impurities add a constant, so that \(D=\Gamma_r+\Gamma_c(T)+\Gamma_0\cos^22\theta\). Replace \(\Gamma_c\) by \(\Gamma_r+\Gamma_c\) in the boxed formula and expand for \(\Gamma_c\ll\Gamma_r\):

\[
\frac1\tau\simeq\sqrt{\Gamma_r(\Gamma_r+\Gamma_0)}\left[1+\frac{\Gamma_c}{2}\left(\frac1{\Gamma_r}+\frac1{\Gamma_r+\Gamma_0}\right)\right].
\]

The resistivity is then a constant plus a \(T^2\) term. For \(\hbar\Gamma_r=1\) meV the constant is 139 Ω. The increase from zero to 20 K is 3.96 times that from zero to 10 K, close to the factor 4 of a pure \(T^2\) term. The two cold-spot rates are equal at \(100/\sqrt{1.485}\approx82\) K; the linear law needs temperatures well above this and still well below \(T^*\). With these numbers that window is narrow: the local power \(d\ln\rho/d\ln T=\Gamma_c\left[1/(\Gamma_r+\Gamma_c)+1/(\Gamma_r+\Gamma_c+\Gamma_0)\right]\) is 0.91 at 200 K and 1.05 at 300 K.

*Steps wider than the cold spot.* The diffusion operator assumed that \(\varphi\) varies little over one scattering step. The sharpest variation has width \(\varepsilon/2=T/(2T^*)\), which shrinks on cooling. At 100 K it corresponds to a momentum transfer of \(7\times0.061\approx0.43\) nm\(^{-1}\), and without further knowledge of the kernel, typical transfers should be smaller than this.

I tested this condition with the full integral operator, using Gaussian steps of rms width \(b\) and a strength set by \(D\) at the midpoint:

\[
W(\theta,\theta')=D(\vartheta)\,\frac{2}{b^2}\,\frac{e^{-x^2/(2b^2)}}{\sqrt{2\pi}\,b} .
\]

The factor \(2/b^2\) makes \(\tfrac12\int Wx^2dx=D\) at fixed midpoint. For \(b=0.015\) rad at 100 K, \(\tau\) agrees with the diffusion result to better than 0.01%. This is far closer than the square of the ratio of step to half width (about 6%) would suggest, and the reason lies in this kernel. With \(\varphi(\vartheta+\tfrac x2)-\varphi(\vartheta-\tfrac x2)=x\varphi'+x^3\varphi'''/24+\dots\) and \(\langle x^4\rangle=3b^4\), the form \(\int\varphi L\varphi\,d\theta\) gains the term \(\tfrac{b^2}{4}\int D\varphi'\varphi'''\,d\theta\). Since \(D\varphi'=-\sin\theta\), three integrations by parts turn this into \(-\tfrac{b^2}{4}\int\cos\theta\,\varphi\,d\theta=-\tfrac{b^2}{4}\pi\tau\). To first order \(\pi\tau\) changes by minus this amount, so the relative change at order \(b^2\) is only \(b^2/4\approx6\times10^{-5}\), with no term of order \((b/\text{half width})^2\). The computed change is smaller still, \(2\times10^{-5}\), because at this \(b\) the negative terms of order \(b^4\) are already of comparable size. The cancellation needs \(b\) to be constant across the cold spot; a step width varying on that scale would in general spoil it. It also needs the strength to be set by \(D\) at the midpoint. Averaging \(D\) over the two endpoints instead adds \(x^2D''/8\) to the strength, hence \(3b^2D''/8\simeq3b^2\Gamma_0\) to the diffusivity at a cold spot, and lowers \(\tau\) by about \(3b^2/(2\varepsilon^2)\approx2\%\). For \(b=0.3\) rad at 25 K, \(\tau\) is only 0.187 of the diffusion value, so the resistivity is about 5.3 times larger. Between 25 and 50 K it then rises by only 4%, whereas diffusion predicts a factor of 2.00.

The reason for this saturation can be seen by setting \(\Gamma_c=0\). In the diffusion equation the cold spots then become impassable and \(\tau\) diverges. With steps of fixed finite width, electrons jump across a cold spot, and every state keeps a nonzero total scattering rate. The relaxation time stays finite, so the resistivity approaches a constant on cooling.

*The total scattering rate.* Many small steps are needed to produce a given angular diffusivity. For steps of rms size \(b\), an electron is scattered at a total rate of about \(2D/b^2\). The weak-scattering derivation of the Boltzmann equation needs \(\hbar\) times this rate to be well below \(E_F\). The parameters above violate this condition: for \(b=0.061\) rad, \(2\hbar\Gamma_0/b^2\approx54\) eV on the hot arcs, while \(E_F=0.93\) eV. At this step size \(\hbar\Gamma_0\) would have to be well below \(b^2E_F/2\approx1.7\) meV. The numbers therefore illustrate the solution of the equation, not a real metal. The shape of the response carries over to a smaller \(\Gamma_0\), because \(\Gamma_0\varphi\) depends only on \(\theta\) and the ratio \(\Gamma_c/\Gamma_0\).

*The scattering mechanism.* The model assumes nearly elastic scattering from a medium that absorbs the electrons' momentum, with the \(T^2\) dependence of \(\Gamma_c\) supplied as an input. If that rate came from electron-electron collisions conserving total momentum, those collisions alone could not relax the current on a circular Fermi line with this velocity, and this collision operator would not describe them.

The main values are in the numerical output below.

## Values computed for the example and the checks

```
hot rate hbar*Gamma0 = 100.0 meV
scale kB*T0 = 50.0 meV
Fermi wavenumber = 7.00 1/nm
effective mass = 2.00 electron masses
sheet density n = 7.7986 1/nm^2
m/(n e^2) = 9.1009e-12 ohm s
crossover temperature T* = 820.6 K
test profile D = 1 + 0.6 sin(th) + 0.2 cos(2 th), dimensionless:
  integration constant c = -0.451416
  tau, Fourier solution = 1.328286
  tau, general formula = 1.328286
  tau, relaxation-time model = 1.049483
T = 50 K: hbar*Gamma_c = 0.3713 meV
  hbar/tau: Fourier 6.10468, closed 6.10468 meV
  rho = 84.407 ohm, rho/T = 1.68814 ohm/K
T = 100 K: hbar*Gamma_c = 1.4852 meV
  hbar/tau: Fourier 12.27691, closed 12.27691 meV
  rho = 169.748 ohm, rho/T = 1.69748 ohm/K
T = 200 K: hbar*Gamma_c = 5.9407 meV
  hbar/tau: Fourier 25.08703, closed 25.08703 meV
  rho = 346.869 ohm, rho/T = 1.73434 ohm/K
T = 300 K: hbar*Gamma_c = 13.3665 meV
  hbar/tau: Fourier 38.92705, closed 38.92705 meV
  rho = 538.230 ohm, rho/T = 1.79410 ohm/K
low-temperature slope of rho = 1.68502 ohm/K
exponent dln(rho)/dln(T), 50 to 100 K = 1.0080
response at 100 K:
  epsilon = 0.12187, cold-spot half width = 0.06093 rad
  matching momentum transfer = 0.4265 1/nm
  phi(0 deg) = 0.088767 1/meV
  phi(30 deg) = 0.086135 1/meV
  phi(44 deg) = 0.057710 1/meV
  phi(46 deg) = 0.041524 1/meV
  phi(60 deg) = 0.007888 1/meV
  phi(90 deg) = -0.000000 1/meV
  staircase estimate of the jump = 0.091142 1/meV
  largest |phi Fourier - phi closed| = 2.9e-11 1/meV
share within two half widths of the cold spots, 100 K:
  of the circle = 0.1550
  of the current, diffusion = 0.1359
  of the current, relaxation-time model = 0.7115
residual cold-spot rate = 1.0 meV:
  rho(0) = 138.956 ohm
  [rho(20 K)-rho(0)]/[rho(10 K)-rho(0)] = 3.9582
integral collision operator with Gaussian steps:
  rms step 0.015 rad, 100 K: tau/tau_diffusion = 1.00002
  rms step 0.300 rad, 25 K: tau/tau_diffusion = 0.1871
  rms step 0.300 rad: rho(50 K)/rho(25 K) = 1.0395
  diffusion: rho(50 K)/rho(25 K) = 2.0028
```
